# Exponential Convergence of Brillouin-Zone Sums for a Gapped Monolayer: verification in Python

```python
# RESULT UNDER TEST
# The mean of the occupied-band energy E(k) of a gapped monolayer over an
# N x N grid differs from the exact zone average by the sum of the Fourier
# coefficients of E at the nonzero vectors N*n, and so falls exponentially.
# For the massive honeycomb model the rate per grid division is
#     gamma = 2 |Im arccos((-1 + i*delta)/2)|,  delta = half_gap / hopping.
# SYMBOLS
# th1, th2 : phases k.a1, k.a2 (60 degrees between a1 and a2, length a)
# half_gap : half the band gap (eV); HOP : nearest-neighbour hopping (eV)
# soc      : half the valence spin splitting at the valleys (eV)
# hop_b    : second-neighbour hopping on the valence sublattice only (eV)
# Energies are per unit cell and per spin.
import numpy as np
import mpmath as mp
from scipy.constants import k as K_B, e as Q_E

A_NM, GAP, HOP = 0.33, 1.6, 1.4
HALF = GAP / 2
SOC, HOP_B, TEMP, GAP_QP = 0.2, 0.1, 300.0, 2.2


def bloch_matrix(th1, th2, half_gap, soc=0.0, hop_b=0.0):
    """Analytic in th1, th2: the lower corner is not a conjugate."""
    h = np.zeros(np.shape(th1) + (2, 2), complex)
    valley = (np.sin(th1) - np.sin(th2) - np.sin(th1 - th2)) * 2 / (3 * 3**0.5)
    ring = 3 + 2 * (np.cos(th1) + np.cos(th2) + np.cos(th1 - th2))
    h[..., 0, 0] = half_gap
    h[..., 1, 1] = -half_gap + soc * valley + hop_b * ring
    h[..., 0, 1] = HOP * (1 + np.exp(-1j * th1) + np.exp(-1j * th2))
    h[..., 1, 0] = HOP * (1 + np.exp(1j * th1) + np.exp(1j * th2))
    return h


def grid(n, shift=(0.0, 0.0)):
    j = np.arange(n)
    return np.meshgrid(2 * np.pi * (j + shift[0]) / n,
                       2 * np.pi * (j + shift[1]) / n, indexing="ij")


def bands(n, half_gap=HALF, shift=(0.0, 0.0), **extra):
    return np.linalg.eigvalsh(bloch_matrix(*grid(n, shift), half_gap, **extra))


def mean_energy(n, half_gap=HALF, shift=(0.0, 0.0), **extra):
    return bands(n, half_gap, shift, **extra)[..., 0].mean()


def decay_rate(half_gap):
    return 2 * abs(np.arccos((-1 + 1j * half_gap / HOP) / 2).imag)


gamma = decay_rate(HALF)
delta = HALF / HOP

# Fourier coefficients from a fine grid of diagonalized matrices
FINE = 96
coef = np.fft.fft2(bands(FINE)[..., 0]) / FINE**2
exact = coef[0, 0].real

# Aliasing identity on a shifted grid whose N does not divide the fine grid
n_test, s_test = 7, (0.13, 0.37)
alias = 0.0
for n1 in range(-5, 6):
    for n2 in range(-5, 6):
        if (n1, n2) != (0, 0):
            phase = np.exp(2j * np.pi * (n1 * s_test[0] + n2 * s_test[1]))
            alias += coef[n_test * n1, n_test * n2] * phase
direct = mean_energy(n_test, shift=s_test) - exact
assert abs(direct - alias) < 1e-10
assert abs(direct) > 1e-7

# Strip width guaranteed by the gap alone, and the resulting error bound
eta = np.log(1 + HALF / (4 * HOP))
sup_strip = np.sqrt(HALF**2 + HOP**2 * (1 + 2 * np.exp(eta))**2)
errors = {n: mean_energy(n) - exact for n in range(1, 41)}


def gap_bound(n):
    q = np.exp(-n * eta)
    return sup_strip * (((1 + q) / (1 - q))**2 - 1)


assert all(abs(errors[n]) <= gap_bound(n) for n in range(1, 31))

# Moving the torus into the complex domain must leave the mean unchanged
g1, g2 = grid(48)
complex_eigs = np.linalg.eigvals(bloch_matrix(g1 + 1j * eta, g2 - 1j * eta, HALF))
occupied = complex_eigs.real < 0
assert np.all(occupied.sum(axis=-1) == 1)
shifted_mean = np.where(occupied, complex_eigs, 0).sum(axis=-1).mean()
assert abs(shifted_mean - exact) < 1e-9

# Nearest complex band touching for imaginary k along a lattice vector
phis = np.linspace(0, np.pi, 361)
touch = np.array([min(2 * abs(np.arccos(complex(x)).imag) for x in
                      np.roots([4, 4 * np.cos(p), 1 + delta**2])) for p in phis])
assert abs(touch.min() - gamma) < 1e-8
assert min(touch[0], touch[-1]) < touch[1:-1].min()

# Coefficient bounds from a complex torus just inside that touching
inner = 0.95 * gamma
t1, t2 = grid(192)
m_in = bloch_matrix(t1 + 1j * inner, t2 + 0.5j * inner, HALF)
sup_tube = np.sqrt(np.abs(np.linalg.det(m_in))).max()
idx = np.arange(-40, 41)
m1, m2 = np.meshgrid(idx, idx, indexing="ij")
length = np.sqrt(m1**2 + m2**2 + m1 * m2)
size = np.abs(coef[m1, m2])
assert np.all(size <= sup_tube * np.exp(-inner * length * 3**0.5 / 2) + 1e-14)
assert np.all(np.abs(coef[idx, 0]) <= sup_tube * np.exp(-inner * abs(idx)) + 1e-14)

# High-precision coefficients along a1; the inner integral is elliptic
mp.mp.dps = 70


def line_coefficients(half_gap, wanted, points=400):
    t, d = mp.mpf(HOP), mp.mpf(half_gap)
    half = []
    for j in range(points // 2 + 1):
        x = abs(mp.cos(mp.pi * j / points))
        a, b = d**2 + t**2 * (1 + 4 * x**2), 4 * t**2 * x
        half.append(-2 / mp.pi * mp.sqrt(a + b) * mp.ellipe(2 * b / (a + b)))
    g = [half[min(j, points - j)] for j in range(points)]
    cosines = [mp.cos(2 * mp.pi * j / points) for j in range(points)]
    return {n: mp.fsum(g[j] * cosines[n * j % points] for j in range(points))
            / points for n in wanted}


def asymptotic(half_gap, n):
    """Leading law for the coefficient at n*a1, and its envelope."""
    d = mp.mpf(half_gap) / mp.mpf(HOP)
    u = mp.acos((-1 + 1j * d) / 2)
    assert u.imag < 0
    z = mp.sin(u) * mp.exp(-2j * n * u) / mp.sqrt(1 - 1j * d)
    scale = mp.mpf(half_gap) / (mp.pi * n**2)
    return scale * z.real, scale * abs(z)


near, far = [40, 41, 42], [158, 159, 160]
short = list(range(8, 25))


def worst_deviation(table, half_gap, ns):
    out = []
    for n in ns:
        law, env = asymptotic(half_gap, n)
        out.append(float(abs(table[n] - law) / env))
    return max(out)


line = line_coefficients(HALF, short + near + far)
assert abs(float(line[12]) - coef[12, 0].real) < 1e-13
dev_near = worst_deviation(line, HALF, near)
dev_far = worst_deviation(line, HALF, far)
assert dev_far < 0.03 and 0.15 < dev_far / dev_near < 0.4
SMALL_HALF = 0.3
line_small = line_coefficients(SMALL_HALF, far)
dev_small = worst_deviation(line_small, SMALL_HALF, far)
assert dev_small < 0.06

# Six equal first-shell coefficients dominate the Gamma-centred error
for n in short:
    env = float(asymptotic(HALF, n)[1])
    allowed = 6 * env * np.exp(-gamma * n / 2) + 1e-14
    assert abs(errors[n] - 6 * float(line[n])) < allowed

# An offset that cancels the first shell converges faster
s_c = np.arccos((3**0.5 - 1) / 2) / (2 * np.pi)
err_cancel = mean_energy(12, shift=(s_c, -s_c)) - exact
assert abs(err_cancel) < 0.1 * abs(errors[12])

# Crossing occupied spin bands: their sum is smooth, the lower one is not
lower, both = {}, {}
for n in (12, 24, 48, 96):
    up, down = bands(n, soc=SOC)[..., 0], bands(n, soc=-SOC)[..., 0]
    lower[n] = np.minimum(up, down).mean()
    both[n] = (up + down).mean() / 2
kink_ratio = (lower[12] - lower[24]) / (lower[24] - lower[48])
assert 3 < kink_ratio < 5
err_both = both[24] - both[96]
assert abs(lower[24] - lower[48]) > 1000 * abs(err_both)

# Closing the gap: the error of this semimetal falls only as 1/N^3
closed = {n: mean_energy(n, half_gap=0.0) for n in (12, 24, 48)}
closed_ratio = (closed[12] - closed[24]) / (closed[24] - closed[48])
assert 7 < closed_ratio < 9

# Small-gap limit: the rate becomes the massive Dirac value
tiny = 1e-3 * HOP
assert abs(decay_rate(tiny) / (2 * tiny / (3**0.5 * HOP)) - 1) < 1e-4


# Grids needed for a tolerance: actual errors against the envelope law
def needed_actual(tol):
    return max(n for n in errors if abs(errors[n]) >= tol) + 1


def needed_law(tol):
    return next(n for n in range(1, 100)
                if 6 * float(asymptotic(HALF, n)[1]) < tol)


need = {tol: (needed_actual(tol), needed_law(tol)) for tol in (1e-3, 1e-6)}
assert all(abs(x - y) <= 2 for x, y in need.values())


# Sizes of neglected effects, as the largest error over N = 10, 11, 12
def window_error(half_gap=HALF, **extra):
    ref = mean_energy(FINE, half_gap, **extra)
    return max(abs(mean_energy(n, half_gap, **extra) - ref) for n in (10, 11, 12))


def smallest_gap(**extra):
    e = bands(48, **extra)
    return (e[..., 1] - e[..., 0]).min()


kt = K_B * TEMP / Q_E
eps = bands(FINE)[..., 1]
thermal = (2 * eps / (np.exp(eps / kt) + 1)).mean()
hv = 3**0.5 / 2 * A_NM * HOP
spacing = 4 * np.pi / (3**0.5 * A_NM)

print(f"lattice constant a = {A_NM} nm")
print(f"gap = {GAP} eV, half gap = {HALF} eV, hopping t = {HOP} eV")
print(f"delta = half gap / t = {delta:.4f}")
print(f"exact mean occupied energy = {exact:.9f} eV per cell and spin")
print(f"decay rate gamma = {gamma:.5f} per grid division")
print(f"decay length a/gamma = {A_NM / gamma:.4f} nm")
print(f"error factor per added division = {np.exp(-gamma):.4f}")
print(f"Dirac velocity hbar*v = {hv:.4f} eV nm")
print(f"Dirac length hbar*v/half gap = {hv / HALF:.4f} nm")
print(f"small-gap estimate of gamma = {2 * delta / 3**0.5:.5f}")
print(f"strip half-width from gap alone eta = {eta:.5f}")
print(f"sup of |E| used in strip bound = {sup_strip:.4f} eV")
print(f"strip bound on error at N=24 = {gap_bound(24):.4f} eV")
print(f"shifted N=7 error, direct = {direct * 1e3:.8f} meV")
print(f"shifted N=7 error, aliasing sum = {alias.real * 1e3:.8f} meV")
for n in (3, 6, 9, 12, 15, 18, 24):
    env6 = 6 * float(asymptotic(HALF, n)[1])
    print(f"N={n}: error = {errors[n] * 1e3:.4e} meV, envelope = {env6 * 1e3:.4e} meV")
print(f"six times first-shell coefficient, N=12 = {6e3 * float(line[12]):.4e} meV")
print(f"N=12 error with cancelling offset = {err_cancel * 1e3:.4e} meV")
print(f"cancelling offset s1 = -s2 = {s_c:.5f} grid steps")
print(f"asymptotic law, worst deviation/envelope, N=40-42: {dev_near:.4f}")
print(f"asymptotic law, worst deviation/envelope, N=158-160: {dev_far:.4f}")
print(f"same at half gap {SMALL_HALF} eV, N=158-160: {dev_small:.4f}")
for tol, (na, nl) in need.items():
    print(f"tolerance {tol * 1e3:g} meV: N = {na} (envelope law {nl}), "
          f"k spacing {spacing / na:.3f} 1/nm")
print(f"lowest sorted band: N=24 to 48 shift = {(lower[24] - lower[48]) * 1e3:.4e} meV")
print(f"lowest sorted band: ratio of successive shifts = {kink_ratio:.3f}")
print(f"sum of both spin bands: N=24 error = {err_both * 1e3:.3e} meV per spin")
print(f"closed gap: ratio of successive shifts = {closed_ratio:.3f}")
print(f"largest error N=10-12, base model = {window_error() * 1e3:.4e} meV")
print(f"same, one spin, valence splitting {2 * SOC} eV = "
      f"{window_error(soc=SOC) * 1e3:.4e} meV")
print(f"smallest direct gap with that splitting = {smallest_gap(soc=SOC):.4f} eV")
print(f"same, second-neighbour hopping {HOP_B} eV = "
      f"{window_error(hop_b=HOP_B) * 1e3:.4e} meV")
print(f"same, quasiparticle-like gap {GAP_QP} eV = "
      f"{window_error(GAP_QP / 2) * 1e3:.4e} meV")
print(f"gamma at gap {GAP_QP} eV = {decay_rate(GAP_QP / 2):.5f}")
print(f"thermal energy kT at {TEMP:.0f} K = {kt:.5f} eV")
print(f"thermal change of band energy = {thermal * 1e3:.3e} meV")
print("no test failed")
```

Running it gives:

```
lattice constant a = 0.33 nm
gap = 1.6 eV, half gap = 0.8 eV, hopping t = 1.4 eV
delta = half gap / t = 0.5714
exact mean occupied energy = -2.378151626 eV per cell and spin
decay rate gamma = 0.63867 per grid division
decay length a/gamma = 0.5167 nm
error factor per added division = 0.5280
Dirac velocity hbar*v = 0.4001 eV nm
Dirac length hbar*v/half gap = 0.5001 nm
small-gap estimate of gamma = 0.65983
strip half-width from gap alone eta = 0.13353
sup of |E| used in strip bound = 4.6690 eV
strip bound on error at N=24 = 0.8231 eV
shifted N=7 error, direct = -0.01037521 meV
shifted N=7 error, aliasing sum = -0.01037521 meV
N=3: error = 2.3031e+01 meV, envelope = 2.1834e+01 meV
N=6: error = 5.9948e-01 meV, envelope = 8.0346e-01 meV
N=9: error = 2.9981e-02 meV, envelope = 5.2562e-02 meV
N=12: error = 1.7837e-03 meV, envelope = 4.3520e-03 meV
N=15: error = 1.0086e-04 meV, envelope = 4.0997e-04 meV
N=18: error = 3.2647e-06 meV, envelope = 4.1906e-05 meV
N=24: error = -1.3198e-07 meV, envelope = 5.1072e-07 meV
six times first-shell coefficient, N=12 = 1.7745e-03 meV
N=12 error with cancelling offset = -2.4381e-06 meV
cancelling offset s1 = -s2 = 0.19036 grid steps
asymptotic law, worst deviation/envelope, N=40-42: 0.0393
asymptotic law, worst deviation/envelope, N=158-160: 0.0104
same at half gap 0.3 eV, N=158-160: 0.0260
tolerance 1 meV: N = 6 (envelope law 6), k spacing 3.664 1/nm
tolerance 0.001 meV: N = 14 (envelope law 14), k spacing 1.570 1/nm
lowest sorted band: N=24 to 48 shift = 2.1347e-01 meV
lowest sorted band: ratio of successive shifts = 4.014
sum of both spin bands: N=24 error = 2.240e-07 meV per spin
closed gap: ratio of successive shifts = 7.905
largest error N=10-12, base model = 2.5184e-02 meV
same, one spin, valence splitting 0.4 eV = 3.0931e-02 meV
smallest direct gap with that splitting = 1.4000 eV
same, second-neighbour hopping 0.1 eV = 2.2074e-02 meV
same, quasiparticle-like gap 2.2 eV = 3.2340e-03 meV
gamma at gap 2.2 eV = 0.85706
thermal energy kT at 300 K = 0.02585 eV
thermal change of band energy = 2.426e-13 meV
no test failed
```
